# The multistate CASPT2 effective Hamiltonian and the XMS rotation, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** Hartree atomic units ($E_h$), real orbitals and real singlet wave functions are used throughout, with no IPEA shift and no level shift. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$,

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}).$$

The references $|\alpha\rangle$, $\alpha=1,\dots,N$, are orthonormal eigenvectors of $H$ within the CAS space, with energies $E_\alpha$. The projector on their span is $P$, the projector on the rest of the CAS space is $P'$, and $Q=1-P-P'$. Because the references diagonalize $H$ in the CAS space, $P'HP=0$. A density $D_{rs}$ defines the Fock operator

$$F=\sum_{pq}f_{pq}E_{pq},\qquad f_{pq}=h_{pq}+\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right].$$

$F^\alpha$ is built from $D^\alpha_{rs}=\langle\alpha|E_{rs}|\alpha\rangle$ and $\bar F$ from the average $\bar D=\sum_\alpha D^\alpha/N$. $X_\alpha$ projects on the span of all $QE_{pq}E_{rs}|\alpha\rangle$ (single-state contraction, SS), and $X$ on the span of these vectors for all $\alpha$ together (multireference contraction, MR).

**Model for the numbers.** Four electrons occupy five fixed orbitals: $i$ inactive, $a,b$ active, $v,w$ virtual, with parities $+,+,-,+,-$. The one-electron matrix has $h_{ii}=-2.8$, $h_{aa}=-1.8-x/2$, $h_{bb}=-1.2+x/2$, $h_{vv}=-0.8$, $h_{ww}=-0.2$, $h_{ia}=-0.1$, $h_{iv}=-0.3$, $h_{av}=-0.2$, $h_{bw}=-0.2$, $h_{ab}=y$. The coordinates $x,y$ stand in for nuclear displacements, and $y\ne0$ breaks parity. The integrals are $(pq|rs)=\sum_{L=1}^3B^L_{pq}B^L_{rs}$ with symmetric matrices in $E_h^{1/2}$:

- $B^1$: diagonal $(0.8,0.7,0.6,0.6,0.5)$ in the order $i,a,b,v,w$; $ia=iv=av=bw=0.1$.
- $B^2$: diagonal $(0.2,0.5,-0.4,0.1,-0.1)$; $ia=av=bw=0.1$, $iv=0.2$.
- $B^3$: $ab=0.25$, $iw=0.2$, $ib=aw=bv=vw=0.1$.

All other elements vanish. The references are the two lowest CAS(2,2) singlets. Second-order numbers come from matrices in the 50-dimensional singlet space: $X_\alpha$ and $X$ from a singular-value decomposition of the spanning vectors, and the first-order equations by direct linear solution.

## (a) Locate a CAS intersection of the model on the line $y=0$, and find $P\bar FP$ there.

**Solution.** Write $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|pq)$. The $B$ matrices give $J_{aa}=0.49+0.25=0.74$, $J_{bb}=0.36+0.16=0.52$, $J_{ab}=0.42-0.20=0.22$, $K\equiv K_{ab}=0.25^2=0.0625$, and for the core $J_{ii}=0.68$, $J_{ia}=0.66$, $K_{ia}=0.02$, $J_{ib}=0.40$, $K_{ib}=0.01$. The doubly occupied $i$ contributes $2h_{ii}+J_{ii}=-4.92$ and dresses the active levels:

$$h'_a=h_{aa}+2J_{ia}-K_{ia}=-0.50-\tfrac x2,\qquad h'_b=h_{bb}+2J_{ib}-K_{ib}=-0.41+\tfrac x2 .$$

At $y=0$ parity separates the odd singlet $|ab\rangle$ from the even pair $|a^2\rangle,|b^2\rangle$. The odd energy is $-4.92+h'_a+h'_b+J_{ab}+K=-5.5475$. The even diagonal energies are $-4.92+2h'_a+J_{aa}=-5.18-x$ and $-4.92+2h'_b+J_{bb}=-5.22+x$, coupled by $K$. With $d=x-0.02$ the even eigenvalues are $-5.20\mp\sqrt{d^2+K^2}$. The lower one meets the odd state when $\sqrt{d^2+K^2}=0.3475$; this has the two roots $d=\pm\sqrt{0.11685}=\pm0.341833$. The positive one, $x_c=0.361833$, is the CAS intersection studied below. The third singlet lies at $-5.20+0.3475=-4.8525$, which is $0.695\,E_h$ higher.

The even reference is $c_a|a^2\rangle+c_b|b^2\rangle$ with $(c_a,c_b)=(-0.995915,\,0.090297)$, and $c\equiv c_a^2-c_b^2=d/\sqrt{d^2+K^2}=0.983693$. Its occupations are $1+c$ and $1-c$, those of the odd state are $1$ and $1$, so the averages are $\bar n_a=1+c/2$, $\bar n_b=1-c/2$, and $\bar D_{ab}=0$ by parity. Then $\bar f_{aa}=h'_a+\tfrac12\bar n_aJ_{aa}+\bar n_b(J_{ab}-\tfrac12K)$ and likewise for $b$. Subtracting,

$$\bar f_{bb}-\bar f_{aa}=(x+0.09)+\tfrac12(J_{bb}-J_{aa})-c\left[\tfrac14(J_{aa}+J_{bb})-J_{ab}+\tfrac12K\right]=d-\kappa c,$$

with $\kappa=0.315-0.22+0.03125=0.12625$. The core part of $\langle\bar F\rangle$ is common to both states, so

$$\bar F_{\rm even}-\bar F_{\rm odd}=c\,\bar f_{aa}-c\,\bar f_{bb}=-c\,(d-\kappa c).\tag{1}$$

At $x_c$, $d-\kappa c=0.34183-0.12419=0.21764$ and the difference (1) is $-0.21409$. The two values are $-1.96165$ (even) and $-1.74756$ (odd), and the off-diagonal element vanishes by parity. The references are degenerate in $H$ but split in $\bar F$ by $2\delta$ with $\delta=0.10705\,E_h$.

## (b) Derive the second-order effective Hamiltonian in $P$ for a general $H_0$, and from it the MS-CASPT2 matrix.

**Solution.** Let $\Psi_k$ be $N$ exact eigenstates whose projections $\phi_k=P\Psi_k$ are linearly independent. The wave operator is defined by $\Omega\phi_k=\Psi_k$ and $\Omega=\Omega P$, so that $P\Omega=P$. The operator $H_B=PH\Omega$ obeys $H_B\phi_k=PH\Psi_k=E_k\phi_k$. Since $H\Omega\phi_k=E_k\Psi_k=\Omega H_B\phi_k$ for a basis of $P$, the Bloch equation $H\Omega=\Omega H_B$ holds.

Put $H=H_0+\lambda V$ with $[H_0,P]=0$, let $P_\perp=1-P$ and $\Omega=P+\chi$ with $\chi=P_\perp\chi P$. Because $PH_0\chi=0$, $H_B=PH_0P+\lambda PVP+\lambda PV\chi$. The $P_\perp$ part of the Bloch equation is $P_\perp H_0\chi+\lambda P_\perp VP+\lambda P_\perp V\chi=\chi H_B$, and its first order in $\lambda$ is $P_\perp H_0\chi^{(1)}-\chi^{(1)}PH_0P=-P_\perp VP$. At $\lambda=1$, $P_\perp VP=P_\perp HP$ because $P_\perp H_0P=0$, and $P_\perp HP=QHP$ because $P'HP=0$. In the same way $PV\chi^{(1)}=PH\chi^{(1)}$. Hence

$$P_\perp H_0\,\chi^{(1)}-\chi^{(1)}\,PH_0P=-QHP,\qquad H_B\simeq PHP+W,\qquad W=PH\chi^{(1)}.\tag{2}$$

The source lies in the contracted space. For $N_e$ electrons $E_{ps}=E_{ps}\sum_rE_{rr}/N_e$, so $H|\alpha\rangle$ is a linear combination of the vectors $E_{pq}E_{rs}|\alpha\rangle$, and $QH|\alpha\rangle=X_\alpha H|\alpha\rangle$.

The exact $H_B$ is fixed by $H$, $P$ and the choice of the $N$ target eigenstates, and does not depend on the partition. MS-CASPT2 uses this freedom to approximate each column $\alpha$ with its own zeroth-order operator,

$$H_0^\alpha=\sum_\gamma|\gamma\rangle F^\alpha_{\gamma\gamma}\langle\gamma|+P'F^\alpha P'+X_\alpha F^\alpha X_\alpha+(Q-X_\alpha)F^\alpha(Q-X_\alpha).$$

Act with (2) on $|\alpha\rangle$. The model part is diagonal by definition, so $\chi^{(1)}PH_0^\alpha P|\alpha\rangle=F^\alpha_{\alpha\alpha}|\alpha^{(1)}\rangle$ with $|\alpha^{(1)}\rangle=\chi^{(1)}|\alpha\rangle$. The operator $P_\perp H_0^\alpha$ is block diagonal over $P'$, $X_\alpha$, $Q-X_\alpha$, and the source lies in $X_\alpha$ alone, so the solution does too, provided $F^\alpha_{\alpha\alpha}$ is not an eigenvalue of any block:

$$X_\alpha(F^\alpha-F^\alpha_{\alpha\alpha})|\alpha^{(1)}\rangle=-X_\alpha H|\alpha\rangle,\qquad W_{\beta\alpha}=\langle\beta|H|\alpha^{(1)}\rangle.\tag{3}$$

The first equation is the single-state CASPT2 equation, so $E_\alpha+W_{\alpha\alpha}$ is the single-state energy. The off-diagonal elements let the references remix under dynamic correlation.

## (c) $W$ is not symmetric. Find its antisymmetric part when one $H_0$ serves all states, and derive the symmetric effective Hamiltonian.

**Solution.** Let $\chi=\chi^{(1)}$, $A=P_\perp H_0P_\perp$ and $f=PH_0P$, both symmetric. Transposing (2) gives $PHQ=-\chi^TA+f\chi^T$, so

$$W=-\chi^TA\chi+f\chi^T\chi,\qquad W^T=-\chi^TA\chi+\chi^T\chi f,\qquad W-W^T=[f,\chi^T\chi].$$

In a basis where $f$ is diagonal with values $e_\alpha$ this reads $W_{\beta\alpha}-W_{\alpha\beta}=(e_\beta-e_\alpha)\langle\beta^{(1)}|\alpha^{(1)}\rangle$.

The asymmetry reflects the non-orthogonality of the $\phi_k$. With $S=\Omega^T\Omega$, orthonormality of the exact states gives $\langle\phi_k|S|\phi_l\rangle=\delta_{kl}$, so the vectors $S^{1/2}\phi_k$ are orthonormal, and the des Cloizeaux operator $H_C=S^{1/2}H_BS^{-1/2}$, which has them as eigenvectors with the real eigenvalues $E_k$, is symmetric. Since $S=P+\lambda^2\chi^T\chi+O(\lambda^3)$, $S^{\pm1/2}=P\pm\tfrac12\lambda^2\chi^T\chi+O(\lambda^3)$, and the second-order term of $H_C$ is $W+\tfrac12[\chi^T\chi,f]=W-\tfrac12(W-W^T)$. Thus

$$H_C\simeq PHP+\tfrac12(W+W^T).\tag{4}$$

MS-CASPT2 applies (4) to the columns (3):

$$H^{\rm MS}_{\beta\alpha}=E_\alpha\delta_{\beta\alpha}+\tfrac12\left(\langle\beta|H|\alpha^{(1)}\rangle+\langle\beta^{(1)}|H|\alpha\rangle\right).$$

As these columns come from different $H_0^\alpha$, the symmetrization is adopted by analogy and does not follow from the derivation above. It has a practical effect near a crossing: the eigenvalues of an unsymmetrized $2\times2$ matrix contain $\sqrt{(H_{11}-H_{22})^2+4W_{12}W_{21}}$, which turns imaginary if $W_{12}W_{21}<0$ while the diagonal elements are close. At the point $(x_c+0.02,\,0.02)$ of the model, (3) gives $W_{12}=-0.00612$ and $W_{21}=-0.00482\,E_h$ (the common sign depends on the phases of the references), and the symmetrized coupling is $-0.00547\,E_h$.

## (d) Degenerate references may be rotated freely among themselves. Which ingredients of $H^{\rm MS}$ respond? Isolate the effect of the omitted elements $F_{\beta\alpha}$ for $N=2$.

**Solution.** Energies are unchanged under $|\alpha\rangle\to\sum_\gamma|\gamma\rangle U_{\gamma\alpha}$ if the matrix transforms as $U^TH_{\rm eff}U$, which is guaranteed when $|\alpha^{(1)}\rangle$ is a linear function of $|\alpha\rangle$. Three ingredients of (3) are not linear. The density $D^\alpha$, and with it $F^\alpha$, is quadratic in $|\alpha\rangle$. The number $F_{\alpha\alpha}$ is quadratic in $|\alpha\rangle$ even for a fixed $F$, because $H_0$ keeps only the diagonal of $PFP$. The space $X_\alpha$ changes with $|\alpha\rangle$.

To isolate the second, use $\bar F$ and $X$ for both states, which depend on $P$ alone (shown in part (f)), and keep the diagonal approximation. Set $A=X\bar FX$ and $G(z)=-PHX(A-z)^{-1}XHP$, the inverse taken on the range of $X$. Then column $\alpha$ of $W$ is column $\alpha$ of $G(\bar F_{\alpha\alpha})$. Let $|\tilde1\rangle,|\tilde2\rangle$ diagonalize $P\bar FP$ with eigenvalues $\bar e-\delta$ and $\bar e+\delta$, and rotate:

$$|1_\varphi\rangle=\cos\varphi|\tilde1\rangle+\sin\varphi|\tilde2\rangle,\qquad|2_\varphi\rangle=-\sin\varphi|\tilde1\rangle+\cos\varphi|\tilde2\rangle .$$

Then $\bar F_{11}=\bar e-\delta\cos2\varphi$, $\bar F_{22}=\bar e+\delta\cos2\varphi$, and the omitted element is $\bar F_{12}=\delta\sin2\varphi$. The geometric series of the resolvent gives $G(z)=\sum_n(z-\bar e)^nG_n$ with $G_n=-PHX(A-\bar e)^{-n-1}XHP$, convergent while $|z-\bar e|$ is below the distance from $\bar e$ to the spectrum of $A$. Therefore

$$\operatorname{tr}W(\varphi)=\sum_n(\delta\cos2\varphi)^n\left[(-1)^nG_{n,11}(\varphi)+G_{n,22}(\varphi)\right].$$

For even $n$ the bracket is the invariant $\operatorname{tr}G_n$. For $n=1$, the rotated elements are $G_{11}(\varphi)=\cos^2\!\varphi\,G_{11}+\sin^2\!\varphi\,G_{22}+\sin2\varphi\,G_{12}$ and $G_{22}(\varphi)=\sin^2\!\varphi\,G_{11}+\cos^2\!\varphi\,G_{22}-\sin2\varphi\,G_{12}$, whose difference is $\cos2\varphi\,(G_{22}-G_{11})-2\sin2\varphi\,G_{12}$. Subtracting the value at $\varphi=0$ and using $\cos^22\varphi-1=-\sin^22\varphi$,

$$\operatorname{tr}W(\varphi)-\operatorname{tr}W(0)=-\delta\sin2\varphi\left[\sin2\varphi\,(G_{1,22}-G_{1,11})+2\cos2\varphi\,G_{1,12}\right]-\delta^2\sin^22\varphi\operatorname{tr}G_2+O(\delta^3).\tag{5}$$

The dependence vanishes for $\delta=0$; for $\delta\neq0$ it is present unless the terms happen to cancel. At $x_c$ the matrices give $G_{1,22}-G_{1,11}=0.0072733$ and $\operatorname{tr}G_2=-0.062355\,E_h^{-1}$. For $\varphi=\pi/4$,

$$-0.107046\times0.0072733+0.107046^2\times0.062355=(-7.786+7.145)\times10^{-4}=-6.41\times10^{-5}\,E_h,$$

while the unexpanded resolvents give $-6.46\times10^{-5}\,E_h$.

The two terms nearly cancel in this model, and the trace also hides the motion of the separate levels. At $\varphi=\pi/4$ both columns use $z=\bar e$, so $W=G_0$ as an operator. At $x_c$ every $G_n$ is diagonal in the parity basis and $PHP$ is a multiple of $P$. The even level therefore moves from $G_{11}(\bar e-\delta)$ to $G_{11}(\bar e)$, a shift $\delta\,G_{1,11}<0$ at leading order, and the odd level shifts by $-\delta\,G_{1,22}>0$. Here $-G_{1,ss}$ is the squared norm of a first-order function. The shifts are opposite and each is first order in $\delta$. Over nine angles from $0$ to $\pi/2$ the largest variation of an eigenvalue is $3.7\times10^{-3}\,E_h$ for this variant and $3.2\times10^{-3}\,E_h$ ($0.088$ eV) for MS-CASPT2 itself. State averaging of the Fock operator alone does not cure the defect.

## (e) What is the limit of the MS-CASPT2 energies as the CAS intersection is approached from direction $\theta$?

Parts (a)–(d) have located a CAS intersection of the model, derived the MS-CASPT2 matrix, and shown that its energies can change when degenerate references are rotated among themselves. What remains is the directional limit asked for in (e), followed by the XMS construction, its invariance, and its smoothness under MR and SS contraction.

Numbers in the example were calculated in double precision.
